# Where the Double Well of the Bifluoride Proton Merges: verification in Python

```python
"""Result under test: a proton between two fluorines a distance R apart, bound
by two opposing Morse bonds, has a double well only for R > Rc, with
    Rc = 2*r0 + 2*ln(2)/a.
D, a, r0: Morse depth (eV), range parameter (1/angstrom), bond length (angstrom).
x: proton displacement from the midpoint along the F-F axis (angstrom).
The model is compared with RHF and frozen-core MP2 for the isolated FHF- ion.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq, minimize_scalar
from pyscf import gto, scf, mp, lib

lib.num_threads(1)
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
BASIS = "aug-cc-pvdz"
LEVELS = ("RHF", "MP2")


# ---------- electronic structure ----------
def run_scf(atoms, charge=0, spin=0):
    mol = gto.M(atom=atoms, basis=BASIS, charge=charge, spin=spin,
                unit="Angstrom", verbose=0)
    mf = scf.UHF(mol) if spin else scf.RHF(mol)
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mol, mf


def energies(atoms, frozen, charge=0, spin=0):
    """Hartree-Fock and MP2 total energies in eV."""
    mol, mf = run_scf(atoms, charge, spin)
    corr = 0.0
    if mol.nelectron > 1:
        corr = mp.MP2(mf, frozen=frozen).kernel()[0]
    return np.array([mf.e_tot, mf.e_tot + corr]) * HARTREE


def ion_geometry(R, x, y=0.0):
    return [("F", (0, 0, -R / 2)), ("H", (0, y, x)), ("F", (0, 0, R / 2))]


def ion_centre(R, step=0.06):
    """Energy at x = 0 and axial proton force constant (extrapolated)."""
    e0, e1, e2 = [energies(ion_geometry(R, x), 2, charge=-1)
                  for x in (0.0, step, 2 * step)]
    k1 = 2 * (e1 - e0) / step**2
    k2 = 2 * (e2 - e0) / (2 * step)**2
    return e0, (4 * k1 - k2) / 3


# Morse parameters of the HF molecule from its local potential
r_mid = 0.92
shifts = 0.04 * np.arange(-3, 4)
hf_curve = np.array([energies([("F", (0, 0, 0)), ("H", (0, 0, r_mid + s))], 1)
                     for s in shifts])
atoms_apart = (energies([("F", (0, 0, 0))], 1, spin=1)
               + energies([("H", (0, 0, 0))], 0, spin=1))
morse = {}
for i, level in enumerate(LEVELS):
    poly = np.poly1d(np.polyfit(shifts, hf_curve[:, i], 6))
    s0 = brentq(poly.deriv(1), -0.10, 0.10)
    k_bond = poly.deriv(2)(s0)
    a_fit = -poly.deriv(3)(s0) / (3 * k_bond)
    depth_true = atoms_apart[i] - poly(s0)
    morse[level] = dict(r0=r_mid + s0, k=k_bond, a=a_fit,
                        D=k_bond / (2 * a_fit**2), De=depth_true,
                        a_De=np.sqrt(k_bond / (2 * depth_true)))


def merger(r0, a):
    return 2 * r0 + 2 * np.log(2) / a


# proton potential of the real ion
R_mid = 2.40
R_shifts = np.array([-0.2, -0.1, 0.0, 0.1, 0.2])
scan = [ion_centre(R_mid + s) for s in R_shifts]
ion = {}
for i, level in enumerate(LEVELS):
    e_poly = np.poly1d(np.polyfit(R_shifts, [p[0][i] for p in scan], 4))
    k_poly = np.poly1d(np.polyfit(R_shifts, [p[1][i] for p in scan], 4))
    s_eq = brentq(e_poly.deriv(1), -0.2, 0.1)
    ion[level] = dict(Re=R_mid + s_eq, kR=e_poly.deriv(2)(s_eq),
                      kx=k_poly(s_eq), Rc=R_mid + brentq(k_poly, -0.2, 0.2))

# direct calculation at the interpolated merger point, not part of the scan
R_ion = ion["MP2"]["Rc"]
e_check, k_check = ion_centre(R_ion)
assert abs(k_check[1]) < 0.1
e_side = energies(ion_geometry(R_ion, 0.0, 0.1), 2, charge=-1)
k_side = 2 * (e_side[1] - e_check[1]) / 0.1**2
assert k_side > 0

# ---------- two-Morse model with the MP2 parameters ----------
D, a, r0 = (morse["MP2"][key] for key in ("D", "a", "r0"))
Rc = merger(r0, a)


def V(x, R):
    """Sum of two Morse bonds, straight from the definition."""
    return D * ((1 - np.exp(-a * (R / 2 + x - r0)))**2
                + (1 - np.exp(-a * (R / 2 - x - r0)))**2)


grid = np.linspace(-0.8, 0.8, 20001)


def count_minima(R, force=0.0):
    v = V(grid, R) - force * grid
    return int(np.sum((v[1:-1] < v[:-2]) & (v[1:-1] < v[2:])))


def curvature(R, h=1e-3):
    return (V(h, R) - 2 * V(0.0, R) + V(-h, R)) / h**2


def find_well(R):
    return minimize_scalar(lambda x: V(x, R), bounds=(0, R / 2),
                           method="bounded", options={"xatol": 1e-11}).x


Rc_numeric = brentq(curvature, Rc - 0.2, Rc + 0.2)
assert abs(Rc_numeric - Rc) < 1e-5
for offset in (-0.4, -0.1, -0.02):
    assert count_minima(Rc + offset) == 1
for offset in (0.02, 0.1, 0.4):
    assert count_minima(Rc + offset) == 2
for R in (Rc - 0.2, Rc + 0.2):
    q = np.exp(-a * (R / 2 - r0))
    assert abs(curvature(R) - 4 * D * a**2 * q * (2 * q - 1)) < 1e-3

wells = []
for offset in (0.05, 0.10, 0.20, 0.40):
    R = Rc + offset
    x0 = find_well(R)
    barrier = V(0.0, R) - V(x0, R)
    q = np.exp(-a * (R / 2 - r0))
    short, long = R / 2 - x0, R / 2 + x0
    order_sum = np.exp(-a * (short - r0)) + np.exp(-a * (long - r0))
    assert abs(x0 - np.arccosh(np.exp(a * offset / 2)) / a) < 1e-5
    assert abs(barrier - D * (1 - np.exp(-a * offset / 2))**2) < 1e-8
    assert abs(V(x0, R) - D * (1 - 2 * q**2)) < 1e-8
    assert abs(order_sum - 1) < 1e-5
    wells.append((R, x0, barrier, short, long))

# leading laws just above the merger
small = 0.002
x_small = find_well(Rc + small)
b_small = V(0.0, Rc + small) - V(x_small, Rc + small)
assert abs(x_small / np.sqrt(small / a) - 1) < 0.01
assert abs(b_small / (D * a**2 * small**2 / 4) - 1) < 0.01

# symbolic checks from the definition
Ds, As, rs = sp.symbols("D a r0", positive=True)
xs, ls = sp.symbols("x l", real=True)
bond = Ds * (1 - sp.exp(-As * (ls - rs)))**2
assert sp.simplify(sp.diff(bond, ls, 2).subs(ls, rs) - 2 * Ds * As**2) == 0
assert sp.simplify(sp.diff(bond, ls, 3).subs(ls, rs) + 6 * Ds * As**3) == 0
half = rs + sp.log(2) / As
total = bond.subs(ls, half + xs) + bond.subs(ls, half - xs)
for order, expected in ((1, 0), (2, 0), (3, 0), (4, 6 * Ds * As**4)):
    value = sp.diff(total, xs, order).subs(xs, 0)
    assert sp.simplify(value - expected) == 0

# ---------- neglected effects ----------
# quantum proton moving against the pair of fluorines (19 u each)
m_F = 19 * const.atomic_mass
m_red = const.m_p * 2 * m_F / (const.m_p + 2 * m_F)
kinetic = const.hbar**2 / (2 * m_red * const.e) * 1e20
n_pts = 161
xq = np.linspace(-1.2, 1.2, n_pts)
dx = xq[1] - xq[0]
gap = np.subtract.outer(np.arange(n_pts), np.arange(n_pts))
safe = np.where(gap == 0, 1, gap)
T = kinetic / dx**2 * np.where(gap == 0, np.pi**2 / 3,
                               2.0 * (-1.0)**np.abs(gap) / safe**2)


def ground(R):
    val, vec = np.linalg.eigh(T + np.diag(V(xq, R)))
    return val[0], vec[:, 0]**2


R_quantum = brentq(lambda R: ground(R)[0] - V(0.0, R), Rc + 0.01, Rc + 0.6,
                   xtol=1e-6)
mid = n_pts // 2
density_low = ground(R_quantum - 0.03)[1]
density_high = ground(R_quantum + 0.03)[1]
assert density_low[mid] > density_low[mid + 1]
assert density_high[mid] < density_high[mid + 1]
zero_point = ground(Rc)[0] - V(0.0, Rc)
barrier_quantum = V(0.0, R_quantum) - V(find_well(R_quantum), R_quantum)

# spread of the F-F distance, harmonic, at room temperature
temperature = 298.0
Re = ion["MP2"]["Re"]
omega = np.sqrt(ion["MP2"]["kR"] * const.e * 1e20 / (m_F / 2))
quantum = const.hbar * omega
spread = 1e10 * np.sqrt(const.hbar / (m_F * omega)
                        / np.tanh(quantum / (2 * const.k * temperature)))

# one-sided solvent field acting on the effective charge of the moving proton
x_probe = 0.06
mol, mf = run_scf(ion_geometry(Re, x_probe), charge=-1)
dipole = (np.dot(mol.atom_charges(), mol.atom_coords()[:, 2])
          - np.einsum("ij,ji", mol.intor("int1e_r")[2], mf.make_rdm1()))
charge_eff = dipole * BOHR / x_probe
field_MV_cm = 10.0
force = abs(charge_eff) * field_MV_cm * 1e8 * 1e-10


def restoring_peak(R):
    """Largest slope of V between the left well and the centre."""
    x = np.linspace(-find_well(R), 0, 2001)
    u = np.exp(-a * (R / 2 + x - r0))
    v = np.exp(-a * (R / 2 - x - r0))
    return np.max(2 * D * a * (u * (1 - u) - v * (1 - v)))


R_field = brentq(lambda R: restoring_peak(R) - force, Rc + 1e-3, Rc + 0.5)
assert count_minima(R_field - 0.01, force) == 1
assert count_minima(R_field + 0.01, force) == 2

# the relaxed ion is on the single-well side, in the model and in the ion
for level in LEVELS:
    model_Rc = merger(morse[level]["r0"], morse[level]["a"])
    assert ion[level]["Re"] < min(model_Rc, ion[level]["Rc"])
    assert ion[level]["kx"] > 0
    assert abs(model_Rc - ion[level]["Rc"]) < 0.15

# ---------- output ----------
print("basis:", BASIS, "; MP2 with frozen 1s cores")
for level in LEVELS:
    m, f = morse[level], ion[level]
    print(f"{level} HF bond length r0 = {m['r0']:.4f} angstrom")
    print(f"{level} HF force constant = {m['k']:.2f} eV/angstrom^2")
    print(f"{level} a from cubic term = {m['a']:.4f} 1/angstrom")
    print(f"{level} D = k/(2a^2) = {m['D']:.3f} eV")
    print(f"{level} computed dissociation energy = {m['De']:.3f} eV")
    print(f"{level} a from that energy = {m['a_De']:.4f} 1/angstrom")
    print(f"{level} model Rc, cubic a = {merger(m['r0'], m['a']):.3f} angstrom")
    print(f"{level} model Rc, other a = {merger(m['r0'], m['a_De']):.3f} angstrom")
    print(f"{level} FHF- merger, computed = {f['Rc']:.3f} angstrom")
    print(f"{level} FHF- equilibrium R = {f['Re']:.3f} angstrom")
    print(f"{level} FHF- axial k at that R = {f['kx']:.2f} eV/angstrom^2")
print("Below: model with MP2 cubic-term parameters")
print(f"Rc from numerical curvature = {Rc_numeric:.5f} angstrom")
print(f"Rc from formula = {Rc:.5f} angstrom = {Rc / 10:.4f} nm")
print(f"bond stretch at merger ln2/a = {np.log(2) / a:.4f} angstrom")
print(f"quartic coefficient D a^4/4 = {D * a**4 / 4:.2f} eV/angstrom^4")
print(f"model axial k at MP2 equilibrium R = {curvature(Re):.2f} eV/angstrom^2")
print("R, x0 (angstrom), barrier (eV), short, long bond (angstrom):")
for R, x0, barrier, short, long in wells:
    print(f"  {R:.3f} {x0:.4f} {barrier:.4f} {short:.4f} {long:.4f}")
print(f"zero-point energy at Rc = {zero_point:.4f} eV")
print(f"R where proton density splits = {R_quantum:.3f} angstrom")
print(f"barrier at that R = {barrier_quantum:.4f} eV")
print(f"MP2 transverse k at ion merger = {k_side:.2f} eV/angstrom^2")
print(f"MP2 F-F stretch quantum = {quantum / const.e:.4f} eV")
print(f"rms spread of R at {temperature:.0f} K = {spread:.4f} angstrom")
print(f"(MP2 ion merger - equilibrium R)/spread = {(R_ion - Re) / spread:.2f}")
print(f"RHF effective proton charge = {charge_eff:.2f} e")
print(f"field = {field_MV_cm:.0f} MV/cm, force = {force:.3f} eV/angstrom")
print(f"second well in that field from R = {R_field:.3f} angstrom")
print("all tests passed")
```

It prints:

```
basis: aug-cc-pvdz ; MP2 with frozen 1s cores
RHF HF bond length r0 = 0.9002 angstrom
RHF HF force constant = 70.23 eV/angstrom^2
RHF a from cubic term = 2.4844 1/angstrom
RHF D = k/(2a^2) = 5.689 eV
RHF computed dissociation energy = 4.174 eV
RHF a from that energy = 2.9005 1/angstrom
RHF model Rc, cubic a = 2.358 angstrom
RHF model Rc, other a = 2.278 angstrom
RHF FHF- merger, computed = 2.266 angstrom
RHF FHF- equilibrium R = 2.257 angstrom
RHF FHF- axial k at that R = 0.66 eV/angstrom^2
MP2 HF bond length r0 = 0.9248 angstrom
MP2 HF force constant = 58.65 eV/angstrom^2
MP2 a from cubic term = 2.5022 1/angstrom
MP2 D = k/(2a^2) = 4.684 eV
MP2 computed dissociation energy = 6.007 eV
MP2 a from that energy = 2.2095 1/angstrom
MP2 model Rc, cubic a = 2.404 angstrom
MP2 model Rc, other a = 2.477 angstrom
MP2 FHF- merger, computed = 2.392 angstrom
MP2 FHF- equilibrium R = 2.310 angstrom
MP2 FHF- axial k at that R = 4.41 eV/angstrom^2
Below: model with MP2 cubic-term parameters
Rc from numerical curvature = 2.40365 angstrom
Rc from formula = 2.40365 angstrom = 0.2404 nm
bond stretch at merger ln2/a = 0.2770 angstrom
quartic coefficient D a^4/4 = 45.91 eV/angstrom^4
model axial k at MP2 equilibrium R = 8.19 eV/angstrom^2
R, x0 (angstrom), barrier (eV), short, long bond (angstrom):
  2.454 0.1428 0.0172 1.0840 1.3697
  2.504 0.2041 0.0648 1.0477 1.4559
  2.604 0.2946 0.2295 1.0072 1.5965
  2.804 0.4339 0.7262 0.9680 1.8357
zero-point energy at Rc = 0.0640 eV
R where proton density splits = 2.508 angstrom
barrier at that R = 0.0705 eV
MP2 transverse k at ion merger = 6.82 eV/angstrom^2
MP2 F-F stretch quantum = 0.0754 eV
rms spread of R at 298 K = 0.0569 angstrom
(MP2 ion merger - equilibrium R)/spread = 1.43
RHF effective proton charge = 1.92 e
field = 10 MV/cm, force = 0.192 eV/angstrom
second well in that field from R = 2.455 angstrom
all tests passed
```
